# Why the Energy of a Charged Slab Grows with Vacuum Width

Suppose a slab carrying one positive elementary charge per 100 Å² of surface cell is calculated in a periodic cell made neutral by a uniform background, and the vacuum is widened until the energy stops changing. It does not stop. Once the vacuum is wide, each further 10 Å adds about 0.75 eV, and an energy reported at any particular width is a property of the cell as much as of the surface. These notes derive the growth law, its first correction, and the conditions under which it holds.

## Setting and leading term

The slab has thickness $d$, in-plane area $A$ and charge $Q=\sigma A$. The cell has length $L=d+w$ along $z$, where $w$ is the vacuum width. A uniform background of charge density $-\sigma/L$ makes the cell neutral. The potential is periodic, so the average field along $z$ vanishes. $Q$, $A$ and $d$ are held fixed while $L$ grows, and the charge is assumed to stay on the slab.

Take first a thin sheet at $z=0$, in the cell $-L/2<z<L/2$. By mirror symmetry the field is odd in $z$, and it jumps by $\sigma/\varepsilon_0$ across the sheet, so it starts at $\sigma/(2\varepsilon_0)$ on the right. The background then reduces it at the rate $\sigma/(\varepsilon_0L)$:

$$E_z(z)=\frac{\sigma}{2\varepsilon_0}\left(1-\frac{2z}{L}\right),\qquad 0<z<\frac L2 .$$

The field energy, counting both halves, is

$$\frac UA=2\cdot\frac{\varepsilon_0}{2}\,\frac{\sigma^2}{4\varepsilon_0^2}\int_0^{L/2}\left(1-\frac{2z}{L}\right)^2dz
=\frac{\sigma^2}{4\varepsilon_0}\cdot\frac L6=\frac{\sigma^2L}{24\varepsilon_0},$$

$$U=\frac{Q^2L}{24\,\varepsilon_0A}.$$

The field at the sheet does not weaken as the cell grows, while the region it fills lengthens in proportion to $L$. A larger area at fixed $\sigma$ does not help, since $U/A$ does not depend on $A$.

## First correction: a slab of finite thickness

Let $\rho(z)$ be the slab charge density averaged over the surface plane, without the background. The potential of a unit sheet with its background follows by integrating $-E_z$:

$$g(u)=\frac1{2\varepsilon_0}\left(c-|u|+\frac{u^2}{L}\right).$$

Choose $c$ so that $g$ averages to zero. Over the cell, $|u|$ averages to $L/4$ and $u^2/L$ to $L/12$, hence $c=L/4-L/12=L/6$. The formula was derived for $|u|\le L/2$. It also holds up to $|u|=L$, because replacing $|u|$ by $L-|u|$ leaves it unchanged, as periodicity requires.

The energy is half the integral of total charge times potential. The background contributes nothing, because it multiplies a potential of zero average. The choice of zero does not affect the result, because the total charge is zero. Therefore

$$\frac UA=\frac12\iint\rho(z)\rho(z')\,g(z-z')\,dz\,dz'.$$

Define $D=\iint\rho\rho'|z-z'|\,dz\,dz'$, $M_1=\int z\rho\,dz$ and $M_2=\int z^2\rho\,dz$. Expanding the square gives $\iint\rho\rho'(z-z')^2dz\,dz'=2\sigma M_2-2M_1^2$, so

$$\frac UA=\frac{\sigma^2L}{24\varepsilon_0}-\frac{D}{4\varepsilon_0}+\frac{\sigma M_2-M_1^2}{2\varepsilon_0L}.\tag{1}$$

For a rigid profile this is an identity for the planar average. The first correction to the energy is a constant. The slope is corrected only at order $1/L^2$:

$$\frac{dU}{dL}=A\left[\frac{\sigma^2}{24\varepsilon_0}-\frac{\sigma M_2-M_1^2}{2\varepsilon_0L^2}\right].\tag{2}$$

Since $d$ is fixed, this is also the slope with respect to $w$.

Atoms make the charge vary within the plane as well. A component with in-plane wavevector of length $G\neq0$ has the potential kernel $e^{-G|u|}/(2\varepsilon_0G)$. For $|u|\le d<L$, its periodic images add

$$\sum_{n\ne0}e^{-G|u-nL|}=2\cosh(Gu)\sum_{n\ge1}e^{-nGL}=\frac{2\cosh(Gu)}{e^{GL}-1},$$

which decays as $e^{-GL}$ at fixed $u$. The background has no such component. In-plane structure therefore changes the constant in the energy and leaves the limiting slope alone.

## Relaxation of the slab charge

A real slab polarizes as $L$ changes. Gauss's law limits what this can achieve. In the vacuum the only charge is the background, so at distance $s$ from mid-vacuum the averaged field is $E_0-\sigma s/(\varepsilon_0L)$, with $E_0$ a constant. The cross term integrates to zero, and

$$\frac{U_{\rm vac}}{A}=\frac{\varepsilon_0}{2}\int_{-w/2}^{w/2}\left(E_0-\frac{\sigma s}{\varepsilon_0L}\right)^2ds
=\frac{\varepsilon_0E_0^2w}{2}+\frac{\sigma^2w^3}{24\varepsilon_0L^2}\ \ge\ \frac{\sigma^2w^3}{24\varepsilon_0L^2}.$$

No rearrangement inside the slab can go below this. A perfect conductor reaches it: its interior field is zero, and the zero average field then forces $E_0=0$. For the conductor,

$$U=\frac{Q^2}{24\varepsilon_0A}\,\frac{(L-d)^3}{L^2}
=\frac{Q^2}{24\varepsilon_0A}\left(L-3d+\frac{3d^2}{L}-\frac{d^3}{L^2}\right).\tag{3}$$

Differentiating, with $x=d/L$,

$$\frac{dU/dL}{Q^2/(24\varepsilon_0A)}=\frac{3w^2}{L^2}-\frac{2w^3}{L^3}=(1-x)^2(1+2x)=1-3x^2+2x^3.\tag{4}$$

For a general slab, assume that the remaining energy (kinetic, exchange-correlation, and Coulomb energy of the in-plane structure without point self-energies) has a lower bound independent of $L$. The relaxed energy then lies above that bound plus (3). It lies below the energy of any fixed trial state, which follows (1) up to exponentially small terms. Both bounds grow with the same coefficient, so

$$E(L)=\frac{Q^2L}{24\varepsilon_0A}+O(1).$$

The slope follows too. At a minimum, the response of the state does not contribute to $dE/dL$ at first order, so (2) applies with the relaxed moments, apart from exponentially small terms. If those moments stay bounded, the slope tends to $Q^2/(24\varepsilon_0A)$.

## Worked example: a positive conducting slab

Take $Q=1\,e$, $A=100$ Å² and $d=10$ Å. Then $Q^2/(\varepsilon_0A)=1.8095$ eV/Å, and the limiting slope is $1.8095/24=0.0754$ eV/Å, or $1.208\times10^{-10}$ J/m. At $L=40$ Å, (3) gives

$$U=1.8095\times\frac{30^3}{24\times40^2}=1.272\ \text{eV}.$$

| $L$ (Å) | $U$ (eV) | slope / limit |
|---|---|---|
| 20 | 0.1885 | 0.500 |
| 40 | 1.272 | 0.844 |
| 80 | 4.041 | 0.957 |
| 160 | 9.940 | 0.989 |

These energies come from minimizing over the charge distribution inside the slab, and the numerical check compares them with (3) and (4).

At $L=160$ Å the leading term alone gives $0.0754\times160=12.06$ eV, which is 21% above the conductor energy. With the first correction it becomes $0.0754\times(160-30)=9.80$ eV, which is 1.4% below. At $L=40$ Å the same two terms give 0.75 eV, 41% below, so there the $1/L$ term is needed. For this classical conductor the slope in a narrow cell is well under its limit. A real slab need not approach from below. The moment $M_2$ in (1) and (2) also contains the neutral surface dipole layers. If they raise the interior potential by $V_0$ on average, Poisson's equation gives $M_2=-2\varepsilon_0\int\phi\,dz\approx-2\varepsilon_0V_0d$, which adds $-QV_0d/L$ to the energy and $+QV_0d/L^2$ to the slope: the part of the background inside the slab sits in the inner potential. For $V_0=5.9$ V, the value for jellium at the density of aluminium ($r_s=2.07$ bohr, LDA), this term is 0.49 of the limiting slope at $L=40$ Å. The slope of such a slab with $Q=+e$ is about 2.5, 1.32, 1.07 and 1.02 times the limit at $L=20$, 40, 80 and 160 Å. For $Q<0$ the term has the opposite sign and can make the slope negative in a narrow cell. The table therefore describes a conductor with $V_0=0$; the sign and size of the $1/L$ term depend on the material and the sign of the charge, and a small slope in a narrow cell is no sign of convergence.

## Why there is no isolated limit

The background is not the root of the divergence. Remove it and consider one infinite slab, with field $E_z(z)=\frac1{2\varepsilon_0}\int\rho(z')\,\mathrm{sgn}(z-z')\,dz'$. For two points inside $(-R,R)$,

$$\int_{-R}^{R}\mathrm{sgn}(z-z')\,\mathrm{sgn}(z-z'')\,dz=2R-2|z'-z''|,$$

because the product is $-1$ between the points and $+1$ elsewhere. The field energy within $\pm R$ is therefore

$$\frac{U_R}{A}=\frac{\varepsilon_0}{2}\cdot\frac{2R\sigma^2-2D}{4\varepsilon_0^2}=\frac{\sigma^2R}{4\varepsilon_0}-\frac{D}{4\varepsilon_0},$$

which also diverges. An infinite charged plane has a field that does not decay.

One may subtract the linear term and keep the constant, but the constant is conventional. Subtracting a term proportional to $w$ instead of $L$ changes it by $Q^2d/(24\varepsilon_0A)$. Some differences are nevertheless well defined. For two slabs with the same $Q$, $A$ and $L$ the linear terms cancel, and for rigid profiles (1) leaves $-A(D_1-D_2)/(4\varepsilon_0)$ from the planar averages as $L\to\infty$, the difference of the moment terms falling off as $1/L$. As long as the charge stays on the slab, the difference between a charged slab and the neutral one has no limit, because the neutral slab has no linear term.

## What a counter-electrode changes

Place a sheet of charge $-Q/2$ at a gap $g$ from each face of the conducting slab. The cell is neutral without a background. The field has magnitude $\sigma/(2\varepsilon_0)$ in the two gaps and vanishes elsewhere, so

$$U=2Ag\,\frac{\varepsilon_0}{2}\left(\frac{\sigma}{2\varepsilon_0}\right)^2=\frac{Q^2g}{4\varepsilon_0A}.$$

For $g=10$ Å this is $1.8095\times10/4=4.52$ eV, at $L=40$ Å and at $L=80$ Å alike.

With a single electrode, take two rigid sheets: $\sigma$ on the facing surface and $-\sigma$ at distance $g$, with no screening by the slab. In (1) the total charge is now zero, $D=-2\sigma^2g$, and $M_1=-\sigma g$ with the origin on the slab face. Hence

$$U=\frac{Q^2g}{2\varepsilon_0A}-\frac{Q^2g^2}{2\varepsilon_0AL}.$$

The second term is the effect of forcing a cell with a dipole to have zero average field. The energies are 6.79, 7.92 and 8.48 eV at $L=40$, 80 and 160 Å, approaching 9.05 eV. A conducting slab keeps its interior free of field: zero average field then puts $\sigma(w-g)/w$ on the facing surface and $\sigma g/w$ on the far one, and the field energy $\frac{A}{2\varepsilon_0}\left[\frac{\sigma^2(w-g)^2}{w^2}g+\frac{\sigma^2g^2}{w^2}(w-g)\right]=\frac{Q^2g}{2\varepsilon_0A}\left(1-\frac gw\right)$ has $w$ in place of $L$ in the second term and the same limit. In both arrangements the large-$L$ energy is proportional to $g$, but $g$ is the gap of a physical capacitor and $L$ is not. At finite $L$ the single-electrode energy rises with $g$ only up to $g=w/2$ for the conductor and, when $w>d$, up to $g=L/2$ for the rigid sheets. It falls beyond that, where the electrode approaches the periodic image.

## Where the law fails: negative slabs

For a negative slab the background is positive and attracts electrons to mid-vacuum. From a conducting face to mid-vacuum the potential rises by

$$\Delta\phi=\int_0^{w/2}\frac{|\sigma|s}{\varepsilon_0L}\,ds=\frac{|\sigma|w^2}{8\varepsilon_0L}.$$

When $e\Delta\phi$ exceeds the work function $W$, electrons lower the energy by leaving. This estimate is classical: it neglects the kinetic and exchange-correlation energy of electrons in the vacuum and the fact that the excess charge sits outside the geometric face. These effects move the threshold by a few Å; for a jellium slab with $W=3.8$ eV the rule gives 34 Å, while the mid-vacuum potential reaches the Fermi level near 36 Å. With $W=4$ eV and the slab above, the threshold is $(L-10)^2/L=8\times4/1.8095=17.68$, with lengths in Å, which gives $L=34.8$ Å. For the classical conductor, (4) puts the slope then between its values at 30 and 40 Å, 0.74 and 0.84 of the limit; a positive inner potential lowers it further when $Q<0$. This negative slab leaves the confined branch before its linear regime is established. For a positive slab the potential step has the opposite sign and holds the electrons back. It pulls cations outward instead: if the ions may move and removing one costs about 5 eV, the step exceeds that cost beyond $L\approx40$ Å, and the confined state is then only metastable.

Beyond threshold, electrons fill the middle of the vacuum until the potential there is flat, which requires their density to cancel the background. A depleted layer of width $h$ remains at each face, with a potential step equal to $W/e$:

$$\frac{|\sigma|h^2}{2\varepsilon_0L}=\frac We,\qquad h=\sqrt{\frac{2\varepsilon_0LW}{e|\sigma|}} .$$

The field energy of the two layers is $\sigma^2h^3/(3\varepsilon_0L^2)=2W|\sigma|h/(3eL)$ per area, by the step condition. Removing the electrons costs $W|\sigma|(w-2h)/(eL)$ per area. The sum is

$$U=\frac{W|Q|}{e}\,\frac{w-\tfrac43h}{L}.$$

Since $h\propto\sqrt L$, this saturates at $W|Q|/e=4$ eV. At $L=60$ Å the energy is 1.89 eV, against 2.62 eV with the charge confined; at 1000 Å it is 3.61 eV against 73.2 eV. These are values of the classical model. The spilled gas is dilute ($r_s\approx21$ and 54 bohr), its energy per electron is about $-0.8$ and $-0.4$ eV, and including it lowers the two energies by roughly 0.3 eV; this shift vanishes only slowly as $L$ grows. The saturation gives no charged-surface energy either: in the limit all the excess electrons have left, and what remains is a neutral slab plus the cost of removing them.

## Numbers as computed

```
Charge magnitude Q = 1.0 e
Area A = 100.0 angstrom^2
Slab thickness d = 10.0 angstrom
e/eps0 = 180.9513 V angstrom
Q^2/(eps0 A) = 1.80951 eV/angstrom
Limiting slope = 0.07540 eV/angstrom
Limiting slope = 1.2080e-10 J/m
Limiting increase per 10 angstrom = 0.7540 eV
Ewald slope, L 30 to 40 angstrom = 0.07540 eV/angstrom
Ewald constant term = -2.8081 eV
Conducting slab, minimized energy:
L = 20 angstrom, w = 10 angstrom: E = 0.1885 eV, slope = 0.03770 eV/angstrom, slope/limit = 0.5000, potential step = 1.131 V
L = 30 angstrom, w = 20 angstrom: E = 0.6702 eV, slope = 0.05585 eV/angstrom, slope/limit = 0.7407, potential step = 3.016 V
L = 40 angstrom, w = 30 angstrom: E = 1.2723 eV, slope = 0.06362 eV/angstrom, slope/limit = 0.8437, potential step = 5.089 V
L = 60 angstrom, w = 50 angstrom: E = 2.6179 eV, slope = 0.06981 eV/angstrom, slope/limit = 0.9259, potential step = 9.425 V
L = 80 angstrom, w = 70 angstrom: E = 4.0408 eV, slope = 0.07216 eV/angstrom, slope/limit = 0.9570, potential step = 13.854 V
L = 160 angstrom, w = 150 angstrom: E = 9.9400 eV, slope = 0.07455 eV/angstrom, slope/limit = 0.9888, potential step = 31.808 V
Counter-electrode gap g = 10.0 angstrom
Two counter-electrodes, L = 40 angstrom: 4.524 eV
Two counter-electrodes, L = 80 angstrom: 4.524 eV
One counter-electrode, L = 40 angstrom: 6.786 eV
One counter-electrode, L = 80 angstrom: 7.917 eV
One counter-electrode, L = 160 angstrom: 8.482 eV
One counter-electrode, L to infinity: 9.048 eV
Work function W = 4.0 eV
Negative slab spills above L = 34.81 angstrom
Vacuum width at spilling = 24.81 angstrom
Negative slab, L = 60 angstrom: E = 1.89 eV, confined E = 2.62 eV, spilled = 0.29 electrons
Negative slab, L = 120 angstrom: E = 2.64 eV, confined E = 6.97 eV, spilled = 0.53 electrons
Negative slab, L = 1000 angstrom: E = 3.60 eV, confined E = 73.16 eV, spilled = 0.86 electrons
Saturation energy of negative slab = 4.0 eV
```
